\section*{Free-energy driving force from the release of one neutral ligand}

\section*{Problem}

A gaseous precursor complex C releases one neutral ligand L and leaves a neutral fragment F,
\begin{equation}
\mathrm{C}\longrightarrow \mathrm{F}+\mathrm{L}.
\end{equation}
The standard entropy of this reaction is $150$ J/mol/K at $500$ K, with each gas at a standard pressure $p^\circ$ of one bar.

(a) Estimate the contribution of this entropy to the free-energy driving force, per event and per mole.

(b) Derive the reaction entropy of ideal gases from the motions of C, F and L, and decide whether the given value has a reasonable size. Use a model with masses $m_L=20$ u and $m_F=100$ u. Ligand and fragment are spherical tops with moments of inertia $I_L=2$ u\,\AA$^2$ and $I_F=100$ u\,\AA$^2$. Their centres are $d=2$ \AA\ apart in C. Six vibrations of C, with quanta $0.01$, $0.02$, $0.02$, $0.05$, $0.06$ and $0.06$ eV, hold the two parts together.

(c) The reaction energy at zero temperature, zero-point energy included, is $D_0=1$ eV. Is release favoured at 500 K when all gases are at $p^\circ$? What changes if the ligand alone is diluted a thousandfold, and at what temperature does $\Delta G^\circ$ vanish?

The parameters are round values and describe no particular compound. Internal vibrations of L and F are taken to be the same in C as in the free species, so they cancel. Electronic degeneracies and rotational symmetry numbers are one.

\section*{Solution}

\subsection*{(a) The entropic term}

For each species $G=H-TS$. Subtracting reactant from products at one temperature gives
\begin{equation}
\Delta G^\circ=\Delta H^\circ-T\Delta S^\circ .
\label{gibbs}
\end{equation}
The driving force is $-\Delta G^\circ=-\Delta H^\circ+T\Delta S^\circ$, so a positive reaction entropy contributes $+T\Delta S^\circ$ to it. Per mole,
\begin{equation}
T\Delta S^\circ=500\times150\ \text{J/mol}=75\ \text{kJ/mol}.
\end{equation}
Per event the entropy is $0.001555$ eV/K, and
\begin{equation}
T\Delta S^\circ=500\times0.001555\ \text{eV}\approx0.777\ \text{eV}.
\end{equation}
This is the enthalpy cost that the entropy can balance at 500 K and standard pressures. It is one part of $\Delta G^\circ$; its size alone does not tell whether the ligand leaves.

\subsection*{(b) Where the entropy comes from}

The algebra is in atomic units, $\hbar=1$, with temperature expressed as the energy $\tau=k_BT$ and entropy as $s=S/k_B$ per molecule. At 500 K, $\tau=0.04309$ eV.

A dilute gas of $N$ identical molecules with single-molecule partition function $q$ has $Z=q^N/N!$. With Stirling's formula $\ln N!\approx N\ln N-N$, its Helmholtz energy is
\begin{equation}
A=-\tau\ln Z=-\tau\,(N\ln q-N\ln N+N).
\end{equation}
The derivative with respect to $N$ at fixed volume and temperature is the Gibbs energy per molecule:
\begin{equation}
g=-\tau(\ln q-\ln N-1+1)=-\tau\ln\frac qN .
\label{g}
\end{equation}
The entropy and enthalpy follow from
\begin{equation}
s=-\left(\frac{\partial g}{\partial\tau}\right)_p,\qquad h=g+\tau s .
\label{sh}
\end{equation}
Since $q$ is a product over independent motions, $g$, $s$ and $h$ are sums. The factor $1/N$ is counted once, with translation.

\paragraph{Translation.} For mass $m$ in volume $V$, one quantum state occupies a phase-space volume $(2\pi)^3$, so
\begin{equation}
q=\frac{V}{(2\pi)^3}\int d^3p\,e^{-p^2/2m\tau}
=\frac{V(2\pi m\tau)^{3/2}}{(2\pi)^3}=\frac{V}{\Lambda^3},
\qquad \Lambda=\left(\frac{2\pi}{m\tau}\right)^{1/2}.
\end{equation}
The ideal-gas law gives $V/N=\tau/p^\circ$, hence
\begin{equation}
g_{\rm tr}=-\tau\ln\frac{\tau}{p^\circ\Lambda^3}.
\end{equation}
The argument of the logarithm varies as $\tau^{5/2}$ at fixed pressure: one power comes from the volume and $3/2$ from $\Lambda^{-3}$. Differentiation gives
\begin{equation}
s_{\rm tr}(m)=\frac52+\ln\frac{\tau}{p^\circ\Lambda^3}
=\frac52+\ln\frac{\tau}{p^\circ}+\frac32\ln\frac{m\tau}{2\pi}.
\label{st}
\end{equation}
Two such terms are gained and one is lost. The mass-independent parts leave one copy, and the masses combine as
\begin{equation}
\Delta s_{\rm tr}=\frac52+\ln\frac{\tau}{p^\circ}
+\frac32\ln\!\left(\frac{\tau}{2\pi}\frac{m_Lm_F}{m_L+m_F}\right)
=s_{\rm tr}(\mu),\qquad \mu=\frac{m_Lm_F}{m_L+m_F}.
\end{equation}
The translational gain is that of one free particle with the reduced mass. Here $\mu=20\times100/120=16.667$ u, and equation (\ref{st}) gives $\tau\Delta s_{\rm tr}=0.8016$ eV.

This number can be read further. Division by $\tau$ gives $\Delta s_{\rm tr}=18.60$, of which $16.10$ is the logarithm. The volume per molecule is $\tau/p^\circ=0.04309/(6.2415\times10^{-7})\approx6.9\times10^4$ \AA$^3$, so $\Lambda\approx0.19$ \AA. The ratio of these volumes is large, as the dilute-gas treatment requires. All three molecules are heavier than $\mu$ and have a still shorter $\Lambda$.

\paragraph{Rotation.} Let $\phi,\theta,\chi$ be the Euler angles of a rigid body. Its angular velocities about the principal axes are
\begin{align}
\omega_a&=-\dot\phi\sin\theta\cos\chi+\dot\theta\sin\chi,\\
\omega_b&=\dot\phi\sin\theta\sin\chi+\dot\theta\cos\chi,\\
\omega_c&=\dot\phi\cos\theta+\dot\chi .
\end{align}
Write this as $\omega_i=\sum_jE_{ij}\dot q_j$. The kinetic energy $\frac12\sum_iI_i\omega_i^2$ gives the momenta $p_j=\sum_iL_iE_{ij}$, with $L_i=I_i\omega_i$. The determinant of $E$ is $-\sin\theta(\cos^2\chi+\sin^2\chi)=-\sin\theta$, so $d^3p=\sin\theta\,d^3L$. The angles integrate to $2\pi\cdot2\cdot2\pi=8\pi^2$, and each $L_i$ gives a Gaussian integral:
\begin{equation}
q_{\rm rot}=\frac{8\pi^2}{(2\pi)^3}\prod_i(2\pi I_i\tau)^{1/2}
=\sqrt\pi\,(2\tau)^{3/2}(I_aI_bI_c)^{1/2}.
\label{rot}
\end{equation}
This classical result requires $\tau\gg1/(2I_i)$. From $g_{\rm rot}=-\tau\ln q_{\rm rot}$ and $q_{\rm rot}\propto\tau^{3/2}$,
\begin{equation}
s_{\rm rot}=\frac32+\ln q_{\rm rot}.
\end{equation}

In C the two centres lie at distances $dm_F/(m_L+m_F)$ and $dm_L/(m_L+m_F)$ from the centre of mass. Their contribution to a moment about a perpendicular axis is
\begin{equation}
\frac{m_Lm_F^2+m_Fm_L^2}{(m_L+m_F)^2}\,d^2=\mu d^2 .
\end{equation}
Adding the moments of the two tops about their own centres gives
\begin{equation}
I_\parallel=I_L+I_F=102\ \text{u\,\AA}^2,\qquad
I_\perp=I_L+I_F+\mu d^2=168.7\ \text{u\,\AA}^2,
\end{equation}
where $I_\perp$ occurs twice. The net rotational entropy is therefore
\begin{equation}
\Delta s_{\rm rot}=s_{\rm rot}(L)+\frac12\ln\frac{I_F^3}{I_\parallel I_\perp^2}.
\label{drot}
\end{equation}
It amounts to $\tau\Delta s_{\rm rot}=0.3067$ eV. The last term contributes
\begin{equation}
\frac{0.04309}{2}\ln\frac{100^3}{102\times168.7^2}\ \text{eV}\approx-0.023\ \text{eV},
\end{equation}
because the fragment has smaller moments than the complex. The ligand's own rotation supplies the other $0.330$ eV.

\paragraph{Vibration.} A nonlinear molecule of $n$ atoms has $3n-6$ vibrations. With $n_C=n_L+n_F$, the number lost on release is
\begin{equation}
(3n_C-6)-(3n_L-6)-(3n_F-6)=6 .
\end{equation}
These six vibrations of C become three relative translations and three relative rotations. For a harmonic mode with quantum $\epsilon$ and $x=\epsilon/\tau$, energies measured from the ground level give
\begin{equation}
q_{\rm vib}=\sum_{n=0}^{\infty}e^{-nx}=\frac1{1-e^{-x}},\qquad
g_{\rm vib}=\tau\ln(1-e^{-x}).
\end{equation}
Since $dx/d\tau=-x/\tau$, equation (\ref{sh}) yields
\begin{equation}
s_{\rm vib}(x)=-\ln(1-e^{-x})-\tau\,\frac{e^{-x}}{1-e^{-x}}\left(-\frac x\tau\right)
=\frac{x}{e^x-1}-\ln(1-e^{-x}).
\end{equation}
The quanta $0.01$, $0.02$, $0.05$ and $0.06$ eV correspond to $x=0.232$, $0.464$, $1.160$ and $1.393$, with entropies $2.463$, $1.776$, $0.905$ and $0.746$. The second and fourth occur twice:
\begin{equation}
\tau\Delta s_{\rm vib}=-0.04309\,(2.463+2\times1.776+0.905+2\times0.746)\ \text{eV}
\approx-0.3625\ \text{eV}.
\end{equation}

\paragraph{Sum.} Combining the three parts,
\begin{equation}
T\Delta S^\circ=0.8016+0.3067-0.3625=0.7458\ \text{eV}.
\end{equation}
This corresponds to $\Delta S^\circ\approx144$ J/mol/K, 4\% below the given value. The given entropy therefore has a reasonable size for a ligand of this kind. The closeness depends on the chosen parameters and is not a prediction for a compound.

The reaction entropy must not be replaced by the entropy of the free ligand. In this model the ligand's translation contributes $0.8016+\frac32\times0.04309\ln(20/16.667)\approx0.813$ eV and its rotation $0.330$ eV. Their sum, $1.14$ eV, is about 1.5 times the reaction value, chiefly because it ignores the entropy of the six modes that C already had.

\paragraph{Soft and stiff binding.} Let $n=1/(e^x-1)$. The derivative of $-\ln(1-e^{-x})$ is $-n$, so
\begin{equation}
\frac{ds_{\rm vib}}{d\ln x}=x\left(n+x\frac{dn}{dx}-n\right)
=-\frac{x^2e^x}{(e^x-1)^2}
=-\left[\frac{x/2}{\sinh(x/2)}\right]^2\equiv-c(x).
\label{cx}
\end{equation}
For $x>0$, $c(x)<1$. A factor of two in all six quanta thus changes $T\Delta S^\circ$ by less than $6\tau\ln2\approx0.179$ eV. The table gives the results at 500 K with the other parameters fixed.

\begin{center}
\begin{tabular}{lcc}
Case & $T\Delta S^\circ$ (eV) & Relative to (a)\\
\hline
Given entropy & 0.777 & 1.00\\
Model & 0.746 & 0.96\\
Quanta halved & 0.574 & 0.74\\
Quanta doubled & 0.900 & 1.16\\
Limit of very stiff modes & 1.108 & 1.43
\end{tabular}
\end{center}

In the last row the vibrational entropy of C vanishes and translation and rotation remain. Softer binding reduces the gain because the ligand already moves widely in the complex. The opposite limit cannot be taken in the harmonic model: as $x\to0$, $s_{\rm vib}\to1-\ln x$ grows without bound, whereas a real bending or twisting angle has a finite range. The table already touches this limit. Suppose the softest mode is the ligand's twist about the axis, with reduced moment $I_LI_F/(I_L+I_F)=1.96$ u\,\AA$^2$. Its root-mean-square angle in the harmonic model is then about $55^\circ$ at $0.01$ eV and $110^\circ$ at $0.005$ eV. At the lower quantum its harmonic entropy, $3.15$, exceeds the $2.92$ of a completely free twist. The excess is only about $0.01$ eV in $T\Delta S^\circ$, but such a mode properly needs a hindered-rotor or other anharmonic treatment.

Symmetry also matters. If a molecule has $\sigma$ indistinguishable orientations, $q_{\rm rot}$ is divided by $\sigma$. A ligand with $\sigma=3$, with the other symmetry numbers still one, would lower $T\Delta S^\circ$ by $\tau\ln3\approx0.047$ eV, provided its twist in C stays within one of the three equivalent wells. If the twist about the threefold axis is as soft as $0.01$ eV, a threefold cosine potential of that curvature has a barrier of only about $0.010$ eV. The twist is then nearly free, its entropy is $1.82$ after division by three instead of the harmonic $2.46$, and the net lowering is only about $0.02$ eV.

\subsection*{(c) Enthalpy, pressure and temperature}

Equation (\ref{sh}) gives $h_{\rm tr}=5\tau/2$, $h_{\rm rot}=3\tau/2$ and $h_{\rm vib}=\epsilon/(e^{\epsilon/\tau}-1)$, since the logarithms in $g$ and $\tau s$ cancel. Release adds one net translational and one net rotational term and removes six vibrational terms:
\begin{equation}
\Delta H^\circ=D_0+4\tau-\sum_{i=1}^{6}\frac{\epsilon_i}{e^{\epsilon_i/\tau}-1}.
\label{dh}
\end{equation}
Here $4\tau=0.172$ eV and the sum is $0.168$ eV, so $\Delta H^\circ=1.004$ eV. The near-cancellation belongs to these quanta. Very soft modes would each carry $\tau$ and give $D_0-2\tau$; very stiff modes would give $D_0+4\tau$.

At standard pressures,
\begin{equation}
\Delta G^\circ=1.004-0.746=0.258\ \text{eV}>0 .
\end{equation}
Release is not favoured, although entropy pays for about three quarters of the enthalpy cost. The model entropy of (b) is used here and below, so that $\Delta H^\circ$ and $\Delta S^\circ$ come from the same levels. With the given $150$ J/mol/K and the same $\Delta H^\circ$, $\Delta G^\circ$ would be $0.227$ eV, the diluted value found below $-0.071$ eV, and the constant-entropy crossover $646$ K.

\paragraph{Dilution.} At pressure $p$ the volume per molecule is $\tau/p$, so equation (\ref{g}) gives $g(p)=g^\circ+\tau\ln(p/p^\circ)$. With C and F still at $p^\circ$,
\begin{equation}
\Delta G=\Delta G^\circ+\tau\ln\frac{p_L}{p^\circ}.
\label{dil}
\end{equation}
For $p_L/p^\circ=0.001$ the added term is $-0.298$ eV and
\begin{equation}
\Delta G=0.258-0.298=-0.040\ \text{eV}.
\end{equation}
Net release is now favoured, though narrowly and only for these quanta: with all six scaled by $0.8$ the diluted $\Delta G$ is about zero, and with all six halved it is $+0.09$ eV. The sign changes at $p_L/p^\circ=e^{-0.258/0.04309}\approx0.0025$. Since the enthalpy of an ideal gas does not depend on pressure, this gain is also entropic: each ligand has a larger volume available. It comes on top of the standard contribution in (a). Carrying the ligand away by pumping or in a gas stream can thus maintain a driving force that a closed vessel would lose as $p_L$ rises. The rate of release also depends on a barrier, which $\Delta G$ does not contain.

\paragraph{Crossover temperature.} If $\Delta H^\circ$ and $\Delta S^\circ$ keep their 500 K values, equation (\ref{gibbs}) vanishes at
\begin{equation}
T_\times\approx\frac{\Delta H^\circ}{\Delta S^\circ}
=500\ \text{K}\times\frac{1.0039}{0.7458}\approx673\ \text{K}.
\end{equation}
For comparison, $\Delta G^\circ(T)$ can be computed by summing the box, rotor and oscillator levels explicitly at each temperature. A bracketing root search then gives $675$ K.

The small shift follows from the reaction heat capacity. Differentiating equation (\ref{dh}) with respect to $\tau$ gives, in units of $k_B$,
\begin{equation}
\Delta c_p=4-\sum_i c(x_i)\approx4-5.56=-1.56 ,
\end{equation}
with $c$ from equation (\ref{cx}). Holding this value fixed from $T_0=500$ K changes $\Delta H^\circ$ by $k_B\Delta c_p(T-T_0)$ and $\Delta S^\circ$ by $k_B\Delta c_p\ln(T/T_0)$. The correction to $\Delta G^\circ$ is
\begin{equation}
k_B\Delta c_p\left[T-T_0-T\ln\frac{T}{T_0}\right]\approx0.0036\ \text{eV}
\end{equation}
at $673$ K. Dividing by $\Delta S^\circ=0.7458/500$ eV/K gives an upward shift of about $2$ K, as found. Constant enthalpy and entropy are therefore adequate over this range in the model. The choice of quanta is a separate source of uncertainty: by the table above, a factor of two in all six changes $T\Delta S^\circ$ at 500 K by more than $0.15$ eV. The enthalpy in equation (\ref{dh}) changes as well, so a new crossover temperature must be found from both. The root of $\Delta G^\circ(T)$ moves to about $854$ K for halved quanta and $589$ K for doubled quanta, far more than the heat-capacity shift.

\paragraph{Range of the estimate.} The result in (a) needs no more than equation (\ref{gibbs}) and the given entropy. Carrying the value $150$ J/mol/K to another reaction needs more care. The large translational term arises because one gas molecule becomes two. In a gas-phase exchange, $\mathrm C+\mathrm L'\to\mathrm C'+\mathrm L$, the number of molecules is unchanged and the terms $\frac52+\ln(\tau/p^\circ)$ cancel. In a solution or on a surface the free-gas volume $\tau/p^\circ$ no longer describes the motion of every species, and the reaction entropy must be found for that environment.
